Donor Occupation with On-Site Repulsion: From Spin Degeneracy to Independent Fermi Factors

**Q.** A donor level is one electron level. Why should its occupation differ from the ordinary Fermi factor?

**A.** Because the level is a spatial orbital that can hold two electrons of opposite spin, and those electrons repel. The Fermi factor describes one spin orbital whose energy does not depend on what else is occupied. Here it does.

Let ε be the energy of the first bound electron and U the extra energy when both spin orbitals are filled. With n↑ and n↓ equal to 0 or 1,

E = ε(n↑ + n↓) + U n↑n↓.

The donor has four states: empty with energy 0, spin up with ε, spin down with ε, and doubly filled with 2ε+U. Their charges are +e, 0, 0 and −e. I assume thermal equilibrium, no magnetic field, no excited orbitals and no coupling between donors.

**Q.** The second electron will distort the orbital of the first. Does that not ruin the model?

**A.** Not if U is read as a difference of total energies, U = E₂ − 2ε, where E₂ is the energy of the relaxed two-electron state. What is needed is that this state is a single one, a spin singlet, and that other bound states can be neglected.

**Q.** Then derive the occupation without assuming a degeneracy factor.

**A.** The donor exchanges electrons with a reservoir at temperature T and chemical potential μ. A state with N electrons has weight exp[−(E−μN)/kT]. Define

x = exp[(μ−ε)/kT],  w = exp(−U/kT).

The four weights are 1, x, x and

exp[−(2ε+U−2μ)/kT] = wx².

Their sum is the grand partition function,

Z = 1 + 2x + wx².

The probabilities of zero, one and two electrons are therefore

p₀ = 1/Z,  p₁ = 2x/Z,  p₂ = wx²/Z.

The mean electron number is p₁ + 2p₂, so

⟨n⟩ = 2x(1+wx)/(1+2x+wx²).

The derivative of ln Z gives the same result. Since ∂x/∂μ = x/kT,

kT ∂ln Z/∂μ = (2x+2wx²)/Z = ⟨n⟩.

**Q.** Now make U infinite. Where does the factor two appear?

**A.** At fixed x, w goes to zero and the doubly filled state drops out:

⟨n⟩∞ = 2x/(1+2x).

Dividing numerator and denominator by 2x, and using 1/x = exp[(ε−μ)/kT], gives

⟨n⟩∞ = 1/{1 + ½ exp[(ε−μ)/kT]}.

The ½ is the inverse of the number of spin states of the neutral donor. Half filling requires 2x = 1, hence μ = ε − kT ln 2. At 300 K this is 17.9 meV below ε: two occupied states compete with one empty state, so the donor is half filled before μ reaches its level.

**Q.** How do you know that the two counts spin states, rather than the two electrons the orbital could hold?

**A.** Separate the spin states with a magnetic splitting b, so that their energies are ε−b/2 and ε+b/2. Their combined weight becomes

x[exp(b/2kT) + exp(−b/2kT)] = 2x cosh(b/2kT).

At b = 0 this is 2x. Measured relative to the lower level, whose weight is x exp(b/2kT), it is 1+exp(−b/kT), which tends to one when b ≫ kT. The capacity of the orbital has not changed, but the factor has. It therefore counts thermally accessible one-electron states.

**Q.** Real repulsion is finite. Is U ≫ kT enough to use the infinite-U formula?

**A.** No. The position of μ matters too. The ratio of double to single occupation is

p₂/p₁ = wx/2 = ½ exp[(μ−ε−U)/kT].

If μ lies well above ε+U, the donor takes two electrons however large U/kT may be. A sufficient condition for the limit is that ε+U−μ be many kT.

The error can be written in full. Subtracting the two occupations gives

⟨n⟩ − ⟨n⟩∞ = 2x[(1+wx)(1+2x) − (1+2x+wx²)]/[Z(1+2x)].

The first product in the bracket is 1+2x+wx+2wx². After subtraction, wx+wx² remains, so

⟨n⟩ − ⟨n⟩∞ = 2wx²(1+x)/[Z(1+2x)] = 2p₂(1+x)/(1+2x).

The fraction (1+x)/(1+2x) lies between ½ and 1. The error in electron number is thus between p₂ and 2p₂ at the same μ.

**Q.** If I set U to zero, the factor two should still be there. Yet you promise ordinary Fermi factors.

**A.** Both statements hold. With U = 0 we have w = 1, and

Z = 1 + 2x + x² = (1+x)².

The mean number becomes

⟨n⟩ = 2x(1+x)/(1+x)² = 2x/(1+x) = 2f,

f = 1/{1 + exp[(ε−μ)/kT]}.

The ratio p₁/p₀ is still 2x, as it is for every U. The two has not vanished from the statistics of the neutral donor. The difference is that the doubly filled state now completes the square, so the sum factors into one term per spin orbital. The two then stands in front of the Fermi factor instead of inside its denominator.

**Q.** A mean of 2f does not prove independence.

**A.** Correct, so examine the joint probabilities. Since f = x/(1+x) and 1−f = 1/(1+x), the empty state has probability (1−f)², each singly filled state has f(1−f), and the doubly filled state has f². These are products of the separate probabilities, which is the definition of independence.

For general U, use the covariance. The mean of n↑n↓ is wx²/Z, while each spin orbital has mean (x+wx²)/Z. Hence

cov(n↑,n↓) = [wx²(1+2x+wx²) − x²(1+wx)²]/Z².

Taking x² outside leaves w+2wx+w²x² − 1−2wx−w²x², which is w−1. Therefore

cov(n↑,n↓) = x²(w−1)/Z².

At finite temperature and finite μ, x is positive, and the covariance vanishes only for w = 1, that is U = 0. Repulsion makes it negative: finding one electron lowers the chance of finding the other. Attraction makes it positive.

**Q.** What happens between the two limits? Is there some effective degeneracy factor that moves from two to one?

**A.** One such number cannot describe the whole curve, because there are two charge transitions. The first has p₁/p₀ = 2x and is balanced at μ = ε−kT ln 2. The second has p₂/p₁ = wx/2 and is balanced at μ = ε+U+kT ln 2. The spin factor enters the two transitions inversely.

To see the symmetry, write s = exp[(μ−ε−U/2)/kT], so that x = s/√w. Then

⟨n⟩−1 = p₂−p₀ = (s²−1)/(1+2s/√w+s²) = (s−1/s)/(s+1/s+2/√w).

Replacing s by 1/s reverses the sign. The occupation is therefore antisymmetric about one electron, with ⟨n⟩ = 1 at μ = ε+U/2. In the same variable,

p₁ = (2/√w)/(s+1/s+2/√w).

Since s+1/s is at least 2, with equality at s = 1, the largest neutral fraction is

p₁,max = 1/(1+√w) = 1/[1+exp(−U/2kT)].

It is ½ at U = 0, approaches one for strong repulsion, and is below ½ for negative U. For U = 0.10 eV at 300 K it is 0.874. Even at its best point, such a donor is charged about one eighth of the time.

At 2kT above ε and 300 K, the mean number is 1.76 for U = 0, 1.01 for U = 0.10 eV and 0.94 for infinite U. At 6kT above ε the values are 2.00, 1.81 and 1.00. At 2kT, ε+U−μ is only 1.9kT and the finite-U value is already 8% above the infinite-U one. At 6kT, μ lies above ε+U and the finite-U donor is mostly doubly filled.

**Q.** In a semiconductor I do not choose μ. Acceptors and free electrons choose it. How does the formula enter there?

**A.** Through charge neutrality. Let N_D and N_A be the donor and acceptor densities, with N_D > N_A, and n the free-electron density. Assume that every acceptor is filled and that holes are negligible. The mean donor charge is e(p₀−p₂) = e(1−⟨n⟩), so

n + N_A = N_D(1−⟨n⟩) = N_D(1−wx²)/Z.

Put the energy zero at the conduction-band edge and let ε = −E_d. For a nondegenerate parabolic band,

n = N_c exp(μ/kT),  N_c = 2(2πm*kT/h²)^(3/2),

where m* is the effective mass. Define n₁ = (N_c/2)exp(−E_d/kT). Then

x = exp[(μ+E_d)/kT] = n/(2n₁).

Substituting n = 2n₁x into neutrality and collecting powers of x gives

2n₁w x³ + [4n₁+w(N_D+N_A)]x² + 2(n₁+N_A)x − (N_D−N_A) = 0.

For positive x the left side rises steadily from a negative value to positive infinity. There is one positive root, and hence one equilibrium density.

**Q.** Does that cubic return the usual compensated-donor equation?

**A.** Yes, at infinite U. Then (n+N_A)(1+n/n₁) = N_D. Multiplying by n₁, expanding, and moving every term that contains n₁ to the right gives

n(n+N_A) = n₁(N_D−N_A−n).

At U = 0, one factor 1+x cancels from (1−x²)/(1+x)², leaving

(n+N_A)(2n₁+n) = N_D(2n₁−n).

At low temperature with fixed compensation, n becomes small beside N_A and N_D−N_A. The two equations then give

U infinite: n ≈ n₁(N_D−N_A)/N_A,

U = 0: n ≈ 2n₁(N_D−N_A)/(N_D+N_A).

Their ratio is (N_D+N_A)/(2N_A). Repulsion changes the dependence on compensation, because N_D−N_A electrons must be placed on N_D single places in one case and 2N_D independent places in the other.

**Q.** At low temperature w vanishes for any positive U. So infinite U must always be the cold limit.

**A.** With compensation it is, since x tends to the finite value (N_D−N_A)/(2N_A), and wx² vanishes. Without acceptors x grows on cooling, and the argument can fail.

Set N_A = 0. For infinite U and n ≪ N_D, the equation gives n ≈ √(n₁N_D), whose exponential factor is exp(−E_d/2kT). At finite U, however, neutrality demands 1−wx² > 0. Hence x < exp(U/2kT), and

n = 2n₁x < N_c exp[−(E_d−U/2)/kT].

If U < E_d, so that the second electron is also bound, this bound eventually falls below the square-root law on cooling. Negatively charged donors then compensate positively charged ones, and the infinite-U formula fails.

**Q.** Give me numbers for a device material, and show that they balance.

**A.** Take E_d = 0.11 eV, U = 0.10 eV, N_D = 5×10¹⁶ cm⁻³, N_A = 5×10¹⁵ cm⁻³, m* = 0.28 electron masses and relative permittivity 11. Apart from U, which is chosen for illustration, these round values lie in the rough regime of a moderately deep donor in an n-type beta-gallium-oxide power layer. That host has a single conduction-band valley, so spin supplies the factor two without a valley factor.

At 300 K, kT = 25.85 meV, N_c = 3.718×10¹⁸ cm⁻³ and n₁ = 2.639×10¹⁶ cm⁻³. The cubic gives x = 0.4183, and w = 0.0209. Thus

Z = 1 + 2(0.4183) + 0.0209(0.4183)² = 1.840,

p₀ = 0.543,  p₁ = 0.455,  p₂ = 0.0020,  ⟨n⟩ = 0.4586.

The positive donor charge must balance electrons and acceptors:

N_D(1−⟨n⟩) = 5×10¹⁶ × 0.5414 = 2.71×10¹⁶ cm⁻³,

n+N_A = (2.21+0.50)×10¹⁶ = 2.71×10¹⁶ cm⁻³.

The free-electron density is therefore 2.21×10¹⁶ cm⁻³, or 2.21×10²² m⁻³. With all other parameters fixed, infinite U gives 2.22×10¹⁶ cm⁻³ and zero U gives 1.88×10¹⁶ cm⁻³. Relative to the finite-U density, these are 0.4% higher and 15% lower.

**Q.** At higher temperature double occupation costs less in units of kT. Should the choice of U then matter more?

**A.** The factor w does rise, from 0.021 at 300 K to 0.076 at 450 K. But x falls from 0.418 to 0.093, and the weight of the doubly filled state is wx². Its probability drops from 0.0020 to 0.00055.

For small x, expanding the occupation gives

⟨n⟩ = 2x + 2(w−2)x² + terms of order x³.

The leading term does not contain U. At 450 K the densities are 3.66, 3.71 and 3.72×10¹⁶ cm⁻³ for zero, finite and infinite U. The zero-U value is now only 1.4% below the finite-U value. A nearly empty donor reveals little about repulsion.

**Q.** And a cold one?

**A.** At 60 K, n₁ = 9.58×10⁷ cm⁻³. Infinite U gives 9n₁ = 8.62×10⁸ cm⁻³, while zero U gives 2n₁(45/55) = 1.57×10⁸ cm⁻³. The full calculation with U = 0.10 eV agrees with the infinite-U value to the digits shown. The ratio of 5.5 is the predicted (N_D+N_A)/(2N_A). This illustrates a limit of the model; the corrections considered next were not estimated at 60 K.

**Q.** Your isolated donor sits among many charged impurities. Are those corrections smaller than the effect of U?

**A.** Some are larger than the difference between finite and infinite U. At 300 K the free electrons give a Debye length of 26.7 nm. Reducing the donor binding by the Coulomb energy at that distance, 4.9 meV, raises n by about 7%. The donor occupation also responds to the potential. Including that response shortens the length to 21.3 nm and makes the rise about 9%. In both estimates the binding of the second electron is held fixed.

Excited states with principal quantum number two lower n by about 3%. They are included because the estimated 2s radius, 12.5 nm, fits within the donor-sphere radius of 16.8 nm; the 3s radius, 28 nm, does not. The estimate is sensitive to this cutoff: including the third shell as well would lower n by about 7%. It also counts every bound state at full weight, although the second shell is bound by only 7.9 meV without screening, and by 3 to 4 meV in the screened potential, well below kT. Subtracting from the second shell alone the part usually assigned to the continuum (the Planck–Larkin prescription) reduces its contribution to about −0.1%, or −0.25% for all excited shells treated this way, so the 3% may overstate the effect. The same subtraction applied to the ground level as well turns the net change to about +2.5%, so even the sign of this bound-state correction depends on how states are counted. A 9.6 meV random spread of donor levels, taken relative to a fixed band edge, changes n by −0.3%. If the band edge follows the same random potential locally, the mean n instead rises by about 2%. Fermi–Dirac band statistics change it by −0.1%. A 10% larger mass at fixed E_d raises it by 5%.

These are separate estimates, each relative to the finite-U density at 300 K. They exceed the 0.4% finite-U correction in several cases, so this density alone would not determine U. The 15% difference between zero U and finite U is larger than each of them taken singly. It is comparable to their combinations, however: the stronger screening and the larger mass together raise n by 14%. A donor only 11 meV deeper, with the second-electron binding held fixed, lowers n by the same 15%.

**Q.** How representative is this of an actual gallium-oxide device?

**A.** The mass and permittivity are rough typical values. The donor depth is larger than that of the usual shallow silicon donor, which is a few tens of meV, and the doping is on the high side for a high-voltage drift layer. U was chosen to leave the second electron bound by 10 meV; it is not a measured value. The depth is also held fixed between 300 and 450 K.

One assumption that fails in operation is equilibrium in the blocking region. For an electron in a Coulomb potential −C/r and a field contributing −Fr to its energy, the barrier top is at r = √(C/F) and has energy −2√(CF). The lowering is thus 2√(CF). It equals the donor depth at about 0.23 MV/cm, and reaches 0.23 eV at 1 MV/cm, twice E_d. This classical estimate leaves no barrier to hold the electron there. These numbers use the static permittivity of 11; an optical permittivity near 3.6 would give 0.40 eV and about 0.08 MV/cm, which strengthens the conclusion.

Donors in the blocking region also empty where the field is too weak to remove the barrier: electrons released thermally are swept away and not replaced. If every donor is empty and the acceptors remain filled, the space-charge density is N_D−N_A = 4.5×10¹⁶ cm⁻³. That is about twice the equilibrium free-electron density at 300 K. Under those conditions the blocking layer must be sized with N_D−N_A, not with n. The occupation formula belongs to the undepleted part of the layer, where electrons can equilibrate with the donors. The numerical output below gives the values at both operating temperatures.

Computed values

```
donor depth 0.110 eV; repulsion U 0.100 eV
second-electron level below band 0.010 eV
donors 5.00e+16 cm^-3; acceptors 5.00e+15 cm^-3
mass ratio 0.28; relative permittivity 11.0
occupation at 300 K: (mu-eps)/kT, U=0, U=0.10 eV, U=infinity
   -4  0.03597  0.03535  0.03534
   -2  0.23841  0.21355  0.21301
    0  1.00000  0.67589  0.66667
    2  1.76159  1.00833  0.93662
    4  1.96403  1.35534  0.99093
    6  1.99505  1.80782  0.99876
kT ln2 at 300 K 17.92 meV
largest neutral fraction at 300 K 0.8737
T 300 K: kT 25.852 meV; Nc 3.7180e+18 cm^-3
  n1 2.6385e+16 cm^-3; mu from band edge -0.13253 eV
  x 0.41826; w 0.02090; Z 1.84018
  p0 0.54342; p1 0.45459; p2 0.001987
  mean donor electron number 0.45856
  spin-occupation covariance -0.05058
  n at U=0 1.8767e+16 cm^-3
  n at U=0.10 eV 2.2072e+16 cm^-3
  n at U=infinity 2.2170e+16 cm^-3
  Debye length 26.68 nm; binding loss 4.91 meV; level spread 9.60 meV
  change of n, n=2 excited states: -2.62 %
  change of n, screened binding: +6.87 %
  change of n, level spread: -0.26 %
  change of n, Fermi-Dirac band: -0.08 %
  change of n, mass +10%: +5.23 %
T 450 K: kT 38.778 meV; Nc 6.8304e+18 cm^-3
  n1 2.0020e+17 cm^-3; mu from band edge -0.20222 eV
  x 0.09272; w 0.07587; Z 1.18610
  p0 0.84310; p1 0.15635; p2 0.000550
  mean donor electron number 0.15745
  spin-occupation covariance -0.00565
  n at U=0 3.6621e+16 cm^-3
  n at U=0.10 eV 3.7127e+16 cm^-3
  n at U=infinity 3.7170e+16 cm^-3
  Debye length 25.20 nm; binding loss 5.20 meV; level spread 11.31 meV
  change of n, n=2 excited states: -4.02 %
  change of n, screened binding: +1.97 %
  change of n, level spread: -0.45 %
  change of n, Fermi-Dirac band: -0.03 %
  change of n, mass +10%: +2.11 %
60 K: n1 9.5770e+07 cm^-3; n at U=0 1.5671e+08 cm^-3
60 K: n at U=0.10 eV 8.6193e+08 cm^-3; U=infinity 8.6193e+08 cm^-3
effective Rydberg 31.48 meV; effective Bohr radius 2.079 nm
mean radius 2s 12.47 nm, 3s 28.07 nm; donor sphere radius 16.84 nm
barrier lowering at 1 MV/cm 0.2288 eV
field where lowering equals depth 0.2311 MV/cm
```
